\section*{Jones-Wenzl projectors, loop value and theta net at loop value −2}

\section{What symmetry fixes}

A closed diagram of the binor calculus has no free index. Each line carries a spin-$\tfrac12$ index and each turning point carries, up to sign, the tensor $\epsilon_{ij}$, which is unchanged by SU(2) because $U_{ik}U_{jl}\epsilon_{kl}=(\det U)\,\epsilon_{ij}$. The value is therefore a pure number that does not depend on the choice of spin axes; for a net of three-edge vertices drawn in a given way, with fixed normalisations, it depends on the spins on the edges alone. Crossing two edges at a vertex can change its sign. When an edge of spin $j$ carries the idempotent projector on its multiplet, a closed loop is, up to sign, the trace of the identity on that multiplet, so its size is $2j+1$; rescaling the edge rescales the loop by the same factor. A theta net, two three-edge vertices joined edge to edge, is the contraction of an invariant tensor of $j_1\otimes j_2\otimes j_3$ with its mirror image. By the Clebsch-Gordan series such a tensor exists when the triangle rule holds and $j_1+j_2+j_3$ is an integer, and it is then unique up to a factor, so the net is a squared norm up to sign. Symmetry leaves open the signs and the size of that norm, which depend on how loops, projectors and vertices are normalised. Atomic units are used in the algebra ($\hbar=1$).

\section{Conventions and statement}

A diagram on $k$ strands is a pairing of $k$ top and $k$ bottom points of a rectangle by non-crossing curves, taken up to planar deformation. The algebra $TL_k$ is the real span of these diagrams. The product $xy$ places $x$ on top of $y$, and each closed loop that forms is erased and replaced by the number $d$. The identity $1$ has $k$ vertical strands. The diagram $e_i$ ($1\le i\le k-1$) joins top points $i,i+1$ by a cup $\cup$, joins bottom points $i,i+1$ by a cap $\cap$, and is vertical elsewhere. Stacking gives
\begin{equation}
e_i^2=d\,e_i,\qquad e_ie_{i\pm1}e_i=e_i,\qquad e_ie_l=e_le_i\quad(|i-l|\ge2).
\end{equation}
The symbol $x\otimes1$ adds a vertical strand on the right. The partial closure $\mathrm{pc}:TL_k\to TL_{k-1}$ joins top point $k$ to bottom point $k$ by an arc on the right, and the closure $\mathrm{cl}$ repeats this for all strands and returns a number. An edge of spin $j$ has $k=2j$ strands (the printed output labels this number $n$).

\paragraph{Theorem.} Let $d=-2$.

(A) For each $k\ge0$ there is one and only one $f_k\in TL_k$ whose identity coefficient is $1$ and which obeys $e_if_k=f_ke_i=0$ for all $i$. With $F=f_k\otimes1$ and $\Delta_k=\mathrm{cl}(f_k)$, for $k\ge1$,
\begin{equation}
f_{k+1}=F-\frac{\Delta_{k-1}}{\Delta_k}\,Fe_kF=F+\frac{k}{k+1}\,Fe_kF .
\label{wenzl}
\end{equation}

(B) $\Delta_k=(-1)^k(k+1)=(-1)^{2j}(2j+1)$.

(C) Let $a=m+p$, $b=m+n$, $c=n+p$ with integers $m,n,p\ge0$, and $M=m+n+p$. Place $a+b+c$ points on a line in three blocks. The vertex consists of $m$ nested cups between blocks $a$ and $b$, $n$ nested cups between $b$ and $c$, and $p$ nested cups between $a$ and $c$ passing under all others. Let $\theta(a,b,c)$ be the closed diagram made of this vertex, then $f_a\otimes f_b\otimes f_c$, then the mirror vertex of caps. Then
\begin{equation}
\theta(a,b,c)=(-1)^{M}\,\frac{(M+1)!\;m!\,n!\,p!}{a!\,b!\,c!}.
\label{theta}
\end{equation}

Solving for the arc numbers gives $m=(a+b-c)/2$, $n=(b+c-a)/2$, $p=(a+c-b)/2$, so the conditions on $m,n,p$ are the triangle rule and evenness of $a+b+c$. When $a+b+c$ is odd the points cannot be paired and no vertex exists. When it is even but the triangle rule fails, one block has more points than the other two together, so the vertex can be drawn only with an arc that returns to its own block. The innermost such arc joins neighbouring strands, the projector annihilates it by Lemma 1, and the net is zero.

\section{The projector and the loop}

Lemmas 1 to 3 hold for any $d\neq0$.

\paragraph{Lemma 1.} A diagram $D\ne1$ satisfies $D=e_iD/d=De_l/d$ for some $i,l$. If $f_k$ exists, then $f_kD=Df_k=0$, and any $x\in TL_k$ with $e_ix=0$ for all $i$ equals $\gamma f_k$, where $\gamma$ is the identity coefficient of $x$.

\emph{Proof.} If every top point were joined to a bottom point, non-crossing would preserve their order and $D$ would be $1$. So some arc joins two top points, and the innermost such arc joins neighbours $i,i+1$. Placing $e_i$ on top closes that arc into a loop and restores it above, so $e_iD=dD$. The through strands use equal numbers of top and bottom points, so there is also a bottom arc, and the same argument gives $De_l=dD$. Then $f_kD=f_ke_iD/d=0$ and $Df_k=De_lf_k/d=0$. Now evaluate $f_kx$ in two ways. Expanding $f_k=1+\sum\alpha_DD$ and using $Dx=De_lx/d=0$ gives $f_kx=x$. Expanding $x=\gamma1+\sum\beta_DD$ and using $f_kD=0$ gives $f_kx=\gamma f_k$. $\square$

A second solution $f'_k$ has $\gamma=1$, so $f'_k=f_k$, which is uniqueness. For any $y=1+\sum\beta_DD$ one has $f_ky=yf_k=f_k$; the choice $y=f_k$ gives $f_k^2=f_k$, and the choice $y=f_l\otimes1\otimes\cdots\otimes1$ with $l<k$ shows that a projector absorbs a smaller one.

\paragraph{Lemma 2.} If $f_{k-1},f_k$ exist and $\Delta_{k-1}\ne0$, then
\begin{equation}
\mathrm{pc}(f_k)=\frac{\Delta_k}{\Delta_{k-1}}f_{k-1},\qquad
e_kFe_k=\frac{\Delta_k}{\Delta_{k-1}}\,G\,e_k,\quad G=f_{k-1}\otimes1\otimes1 .
\end{equation}

\emph{Proof.} The closing arc touches strand $k$ alone, so $\mathrm{pc}\big((u\otimes1)\,y\,(v\otimes1)\big)=u\,\mathrm{pc}(y)\,v$. With $u=e_i$, $i\le k-2$, this gives $e_i\,\mathrm{pc}(f_k)=\mathrm{pc}(e_if_k)=0$. By Lemma 1, $\mathrm{pc}(f_k)=\gamma f_{k-1}$, and closing the remaining strands gives $\Delta_k=\gamma\Delta_{k-1}$. In $e_k(y\otimes1)e_k$ the cap of the upper $e_k$, strand $k+1$ and the cup of the lower $e_k$ together form the closing arc on strand $k$ of $y$; the outer cup and cap remain and form $e_k$. Hence $e_k(y\otimes1)e_k=(\mathrm{pc}(y)\otimes1\otimes1)e_k$. $\square$

\paragraph{Lemma 3.} If in addition $\Delta_k\neq0$, then $f_{k+1}$ exists, is given by the first form of \eqref{wenzl}, and $\Delta_{k+1}=d\Delta_k-\Delta_{k-1}$.

\emph{Proof.} Set $g=F-\mu Fe_kF$. The number of through strands cannot grow under stacking, and $e_k$ has $k-1$ of them, so $Fe_kF$ contains no identity diagram and $g$ has identity coefficient $1$. For $i<k$, $e_iF=0$ gives $e_ig=0$. For $i=k$, use Lemma 2, then the fact that $G$ and $e_k$ act on disjoint strands and commute, then absorption $GF=F$:
\begin{align}
e_kg&=e_kF-\mu\,(e_kFe_k)F=e_kF-\mu\frac{\Delta_k}{\Delta_{k-1}}\,e_kGF\nonumber\\
&=\Big(1-\mu\frac{\Delta_k}{\Delta_{k-1}}\Big)e_kF .
\end{align}
This vanishes for $\mu=\Delta_{k-1}/\Delta_k$. Reflection top to bottom maps $f_k$ to an element with the same defining properties, hence to itself, so it fixes $g$ and turns $e_ig=0$ into $ge_i=0$. Thus $g=f_{k+1}$. Closing strand $k+1$ of $F$ makes a free loop, $\mathrm{pc}(F)=df_k$. Closing strand $k+1$ of $e_k$ makes a zigzag that straightens into a vertical strand, $\mathrm{pc}(e_k)=1$, so $\mathrm{pc}(Fe_kF)=f_k\,1\,f_k=f_k$. Therefore $\mathrm{pc}(f_{k+1})=(d-\mu)f_k$, and closing the rest gives $\Delta_{k+1}=(d-\mu)\Delta_k=d\Delta_k-\Delta_{k-1}$. $\square$

\paragraph{Proof of (A) and (B).} The start is $f_0=1$ (the empty diagram), $f_1=1$, $\Delta_0=1$, $\Delta_1=d=-2$. Suppose (B) holds up to $k$. Then $\Delta_{k-1},\Delta_k\neq0$, Lemma 3 applies, and
\begin{equation}
\Delta_{k+1}=-2(-1)^k(k+1)-(-1)^{k-1}k=(-1)^{k+1}\big[2(k+1)-k\big]=(-1)^{k+1}(k+2).
\end{equation}
The coefficient is $\mu=\Delta_{k-1}/\Delta_k=-k/(k+1)$, which gives the second form of \eqref{wenzl}. $\square$

\paragraph{Remark (three strands, and failure).} The first step gives $f_2=1+\tfrac12e_1$. For $k=3$ the conditions can be solved directly. Write $x=1+\alpha e_1+\beta e_2+\gamma e_1e_2+\delta e_2e_1$. Then $e_1x=(1+\alpha d+\delta)e_1+(\beta+\gamma d)e_1e_2$ and $e_2x=(1+\beta d+\gamma)e_2+(\alpha+\delta d)e_2e_1$. Setting these to zero gives $\alpha=-\delta d$ and $1+\delta(1-d^2)=0$, and likewise for $\beta,\gamma$. At $d=-2$ this yields $\gamma=\delta=\tfrac13$ and $\alpha=\beta=\tfrac23$, the printed coefficients of the recursion. At $d=\pm1$, where $\Delta_2=d^2-1=0$, the equation reads $1=0$ and $f_3$ does not exist, so the condition $\Delta_k\ne0$ in Lemma 3 cannot be dropped.

\section{Binor crossing and spinor evaluation}

\paragraph{Remark (Penrose's signed sum).} Let $s_i=1+e_i$. Then $s_i^2=1+(2+d)e_i$ and
\begin{equation}
s_1s_2s_1=(1+e_1+e_2+e_1e_2)(1+e_1)=1+(3+d)e_1+e_2+e_1e_2+e_2e_1 ,
\end{equation}
while $s_2s_1s_2$ is the same with $1\leftrightarrow2$. Both $s_i^2=1$ and the braid relation $s_1s_2s_1=s_2s_1s_2$ hold if and only if $d=-2$. Together with the commutation of distant $s_i$ these are the defining relations of the symmetric group, so each permutation $\sigma$ has a well-defined $s_\sigma\in TL_k$. The average $\Sigma=\frac1{k!}\sum_\sigma s_\sigma$ obeys $s_i\Sigma=\Sigma$, that is $e_i\Sigma=0$, so $\Sigma=\gamma f_k$. Since $f_ks_i=f_k$, also $f_k\Sigma=f_k$, and $\gamma=1$. The binor crossing is $X_i=-s_i$, defined by the binor identity $X_i+1+e_i=0$. A word of $\ell$ crossings for $\sigma$ gives $X_\sigma=(-1)^\ell s_\sigma$ and $\mathrm{sgn}(\sigma)=(-1)^\ell$, so $f_k=\frac1{k!}\sum_\sigma\mathrm{sgn}(\sigma)X_\sigma$. If the signed sum is used without $1/k!$, each edge is rescaled by $k!$.

Let $\epsilon_{12}=-\epsilon_{21}=1$, so that as a matrix $\epsilon^2=-1$ and $\epsilon^T=\epsilon^{-1}=-\epsilon$. Define $\rho(D)$ by giving each boundary point an index in $\{1,2\}$ (spin up, spin down), top points as rows, with a factor $\delta$ for a through strand, $\epsilon$ for a cup and $-\epsilon$ for a cap, the left index written first.

\paragraph{Lemma 4.} At $d=-2$, $\rho(xy)=\rho(x)\rho(y)$; a closed diagram cut into cups, caps and elements of $TL_k$ has the same value under $\rho$ as by counting loops; and $\mathrm{cl}(x)=(-1)^k\,\mathrm{Tr}\,\rho(x)$.

\emph{Proof.} Follow a curve and multiply the matrices met. A cup run left to right is an anticlockwise half turn and gives $\epsilon$; run backwards it is clockwise and gives $\epsilon^T=\epsilon^{-1}$. A cap run left to right is clockwise and gives $-\epsilon=\epsilon^{-1}$; run backwards it is anticlockwise and gives $\epsilon$. So a curve contributes $\epsilon^w$, with $w$ the net number of anticlockwise half turns. With the ends held vertical, $w$ is an integer that varies continuously under deformation and is thus constant. An open curve therefore has the matrix of its straightened form, and a simple closed curve, which deforms to a circle, has $w=\pm2$ and gives $\mathrm{Tr}\,\epsilon^{\pm2}=-2=d$. Each closing arc makes two clockwise half turns and contributes $\epsilon^{-2}=-1$ times the $\delta$ that forms the trace; there are $k$ such arcs. $\square$

\paragraph{Lemma 5.} $\rho(f_k)=S_k$, the symmetriser on $(\mathbb C^2)^{\otimes k}$, which projects on total spin $k/2$.

\emph{Proof.} From $\epsilon_{ij}\epsilon_{rs}=\delta_{ir}\delta_{js}-\delta_{is}\delta_{jr}$, $\rho(e)_{ij,rs}=-\epsilon_{ij}\epsilon_{rs}=\delta_{is}\delta_{jr}-\delta_{ir}\delta_{js}$, so $\rho(e_i)=P_i-1$ with $P_i$ the swap of neighbours. Then $S_k\rho(e_i)=0$, hence $S_k\rho(D)=S_k\rho(e_i)\rho(D)/d=0$ for $D\neq1$, and $S_k\rho(f_k)=S_k$. Also $P_i\rho(f_k)=\rho(f_k)$, and neighbouring swaps generate all permutations, so $S_k\rho(f_k)=\rho(f_k)$. The symmetric subspace has one basis state for each number $0,\dots,k$ of down spins, contains the all-up state and is mapped to itself by the total spin, so it is the multiplet $j=k/2$. $\square$

Lemmas 4 and 5 give $\Delta_k=(-1)^k\,\mathrm{Tr}\,S_k=(-1)^k(k+1)$ a second time and locate both factors: $2j+1$ is the dimension, and $(-1)^{2j}$ is one factor $\epsilon^{\pm2}=-1$ for each strand carried through a full turn.

\section{The theta net}

Let $V$ be the tensor of the cup vertex, a product of $M$ factors $\epsilon$, let $\Pi=S_a\otimes S_b\otimes S_c$ and $T=\Pi V$. The cap vertex has $-\epsilon$ in place of each $\epsilon$, so its tensor is $(-1)^MV$. By Lemmas 4 and 5, and because $\Pi$ is a real symmetric idempotent,
\begin{equation}
\theta=(-1)^M\,V^T\Pi V=(-1)^M\|T\|^2 .
\label{norm}
\end{equation}
Contract the $a$ indices of the first block with copies of a vector $x=(x_1,x_2)$, the second block with $y$ and the third with $z$. The product $x\otimes\cdots\otimes x$ is symmetric, so $\Pi$ acts on it as the identity and $T$ and $V$ give the same polynomial. A cup between blocks $a$ and $b$ gives $\epsilon_{ij}x_iy_j=x_1y_2-x_2y_1\equiv[xy]$, so
\begin{equation}
P_{m,n,p}=[xy]^m[yz]^n[xz]^p .
\end{equation}
On polynomials use the Fischer product, in which monomials are orthogonal and the squared norm of a monomial is the product of the factorials of its exponents.

\paragraph{Lemma 6.} $\|P_{m,n,p}\|^2=a!\,b!\,c!\,\|T\|^2$, and multiplication by $[xy]$ is adjoint to $\Omega=\partial_{x_1}\partial_{y_2}-\partial_{x_2}\partial_{y_1}$.

\emph{Proof.} For one block, a symmetric tensor has a common value $t_r$ on the $\binom ar$ index strings with $r$ ones, so $\|t\|^2=\sum_r\binom art_r^2$ and its polynomial is $\sum_r\binom art_rx_1^rx_2^{a-r}$. The Fischer norm is $\sum_r\binom ar^2t_r^2\,r!\,(a-r)!=a!\sum_r\binom art_r^2$, since $\binom ar r!\,(a-r)!=a!$. Tensor norm and Fischer norm both factorise over blocks, giving $a!\,b!\,c!$. For one variable, $\langle u\,u^r,u^{r+1}\rangle=(r+1)!=\langle u^r,\partial_uu^{r+1}\rangle$ and all other pairs vanish on both sides, so $u$ is adjoint to $\partial_u$; apply this to each factor in $x_1y_2-x_2y_1$. $\square$

\paragraph{Lemma 7.} $\Omega P_{m,n,p}=m(M+1)\,P_{m-1,n,p}$, and $\Omega P_{0,n,p}=0$.

\emph{Proof.} For $m=0$, $x$ occurs in $[xz]$ alone and $y$ in $[yz]$ alone, with $\partial_{x_1}[xz]=\partial_{y_1}[yz]=z_2$ and $\partial_{x_2}[xz]=\partial_{y_2}[yz]=-z_1$. So $\Omega P_{0,n,p}=np\,[yz]^{n-1}[xz]^{p-1}\big(z_2(-z_1)-(-z_1)z_2\big)=0$. For any $h$, the product rule with $\partial_{x_1}[xy]=y_2$, $\partial_{y_2}[xy]=x_1$, $\partial_{x_2}[xy]=-y_1$, $\partial_{y_1}[xy]=-x_2$ gives
\begin{align}
\partial_{x_1}\partial_{y_2}([xy]h)&=h+y_2\partial_{y_2}h+x_1\partial_{x_1}h+[xy]\,\partial_{x_1}\partial_{y_2}h,\nonumber\\
\partial_{x_2}\partial_{y_1}([xy]h)&=-h-y_1\partial_{y_1}h-x_2\partial_{x_2}h+[xy]\,\partial_{x_2}\partial_{y_1}h .
\end{align}
Subtracting, and using Euler's relation for $h$ homogeneous in $x$ and in $y$,
\begin{equation}
\Omega([xy]h)=(2+\deg_xh+\deg_yh)\,h+[xy]\,\Omega h .
\end{equation}
Take $h=P_{m-1,n,p}$, with degrees $m-1+p$ and $m-1+n$. If $\Omega P_{m-1}=\kappa_{m-1}P_{m-2}$, then $\Omega P_m=\kappa_mP_{m-1}$ with $\kappa_m=\kappa_{m-1}+2m+n+p$ and $\kappa_0=0$. Summing, $\kappa_m=m(m+1)+m(n+p)=m(M+1)$. $\square$

\paragraph{Proof of (C).} Write $N(m,n,p)=\|P_{m,n,p}\|^2$. Lemmas 6 and 7 give
\begin{equation}
N(m,n,p)=\langle[xy]P_{m-1},P_m\rangle=\langle P_{m-1},\Omega P_m\rangle=m(M+1)\,N(m-1,n,p).
\end{equation}
Renaming $x,y,z$ among themselves preserves the Fischer product, permutes the three brackets and changes at most the sign of $P$, so $N$ is symmetric in $m,n,p$ and the same rule lowers $n$ or $p$. Removing all $M$ brackets one at a time collects $m!\,n!\,p!$ from the first factor and $(M+1)M\cdots2=(M+1)!$ from the second, and ends at $N(0,0,0)=1$. Thus $\|T\|^2=m!\,n!\,p!\,(M+1)!/(a!\,b!\,c!)$, and \eqref{norm} gives \eqref{theta}. $\square$

\paragraph{Remark (limits and size).} For $c=0$, $b=a$: $m=M=a$, $n=p=0$, and $\theta=(-1)^a(a+1)!\,a!/(a!\,a!)=\Delta_a$, as it must be when one edge is absent. For $c=a+b$: $m=0$, $n=b$, $p=a$, and $\theta=(-1)^{c}(c+1)!/c!=\Delta_{c}$, because $f_c$ absorbs the other two projectors. Away from these limits the value need not be an integer: $\theta(2,2,2)=-4!/(2!)^3=-3$, while $\theta(4,4,4)=7!\,(2!)^3/(4!)^3=35/12$. On the admissible set $\theta\ne0$.

\paragraph{Remark (3j symbols).} $T$ is real, invariant and of squared norm $|\theta|$. The Wigner $3j$ symbols are the real components of the unique invariant, with squares summing to one. So $T/\sqrt{|\theta|}$ in the normalised symmetric states $|j,m_j\rangle$ equals the $3j$ tensor up to one overall sign per triple.

\paragraph{Corollary (cap on a vertex).} Let $a,b\ge1$, let $T'$ be the tensor for $(a-1,b-1,c)$ when $m\ge1$, and let $e_a$ act on the last strand of block $a$ and the first of block $b$. Then $\Pi\rho(e_a)T=\lambda T$ with
\begin{equation}
\lambda=-\frac{m(M+1)}{ab},
\label{lambda}
\end{equation}
which equals $\theta(a,b,c)/\theta(a-1,b-1,c)$ for $m\geq1$ and is zero for $m=0$.

\emph{Proof.} For a symmetric block, $\partial_{x_i}$ acts on any of the $a$ copies of $x$ with the same result, so the polynomial of $T$ with one index fixed to $i$ is $\partial_{x_i}P/a$; likewise for $y$. The cap $-\epsilon_{ij}$ therefore gives $-\epsilon_{ij}\partial_{x_i}\partial_{y_j}P/(ab)=-\Omega P/(ab)=\lambda P_{m-1,n,p}$. The capped tensor is still symmetric in each block and is fixed by its polynomial, so it is $\lambda T'$ for $m\ge1$ and zero for $m=0$. The cup of $e_a$ then restores the removed arc, and $\Pi$ absorbs the smaller symmetrisers in $T'$, leaving $\lambda\Pi V=\lambda T$. In \eqref{theta}, lowering $m$, $M$, $a$, $b$ by one removes the factors $-1$, $M+1$, $m$, $1/a$, $1/b$, which is the stated ratio. $\square$

The numerical check counts loops in rational arithmetic to test the defining conditions and $\Delta_k$ for $k\le6$ and formula \eqref{theta} for 47 nets, and tests \eqref{theta} by tensor contraction for 99 nets, the capped tensor for those with $a,b\ge1$, and the $3j$ statement for five triples.

\section{Worked example: an exchange-coupled pair}

Take the model $H=J\,\mathbf S_A\cdot\mathbf S_B$ with $S_A=\tfrac32$, $S_B=1$, so $a=3$, $b=2$, and round parameters $J=0.010$ eV, temperature $300$ K. It omits anisotropy, biquadratic exchange and orbital effects.

For two spins $\tfrac12$, $\mathbf s\cdot\mathbf s'$ is $\tfrac14$ on the triplet (swap $+1$) and $-\tfrac34$ on the singlet (swap $-1$), so $\mathbf s\cdot\mathbf s'=\tfrac12P-\tfrac14=\tfrac14+\tfrac12\rho(e)$. The product $\mathbf S_A\cdot\mathbf S_B$ is the sum over $ab$ pairs with one strand in each block. Between symmetrisers each pair can be moved to the adjacent position by permutations within the blocks, which the symmetrisers absorb, so all $ab$ terms are equal. The Corollary holds for every value of the indices of block $c$, and by invariance these components of $T$ span the multiplet of total spin $K=c/2$, of dimension $|\Delta_c|$. Hence
\begin{equation}
E_c=J\,ab\left(\tfrac14+\tfrac12\lambda_c\right)=J\left[\tfrac{ab}{4}-\tfrac12m(M+1)\right].
\end{equation}
With $s=S_A+S_B$, $m=s-K$ and $M+1=s+K+1$, so $m(M+1)=s(s+1)-K(K+1)$. Since $ab/4=S_AS_B$ and $s(s+1)=S_A(S_A+1)+S_B(S_B+1)+2S_AS_B$, the bracket is $\tfrac12[K(K+1)-S_A(S_A+1)-S_B(S_B+1)]$, and $E_K-E_{K-1}=JK$, the Land\'e interval rule.

For $c=1$, $(m,n,p)=(2,0,1)$, $\theta(3,2,1)=-4!\,2!/(3!\,2!\,1!)=-4$ and $\theta(2,1,1)=3$, so $\lambda=-\tfrac43$, $\mathbf S_A\cdot\mathbf S_B=6(\tfrac14-\tfrac23)=-\tfrac52$ and $E_1=-0.0250$ eV. For $c=3$, $(m,n,p)=(1,1,2)$, $\theta(3,2,3)=5!\,2!/(3!\,2!\,3!)=\tfrac{10}3$ and $\theta(2,1,3)=-4$, so $\lambda=-\tfrac56$, the product is $6(\tfrac14-\tfrac5{12})=-1$ and $E_3=-0.0100$ eV. For $c=5$, $m=0$, the triple $(2,1,5)$ is not admissible, $\lambda=0$, the product is $\tfrac32$ and $E_5=0.0150$ eV. The multiplicities $|\Delta_c|=2,4,6$ add to the 12 states of the pair, so no multiplet is missing. The gaps are $0.0150$ eV ($121.0$ cm$^{-1}$) and $0.0250$ eV ($201.6$ cm$^{-1}$), that is $\tfrac32J$ and $\tfrac52J$.

With $k_BT=0.025852$ eV the weights $|\Delta_c|e^{-E_c/k_BT}$ are
\begin{align}
2e^{0.0250/0.025852}&=5.260,\nonumber\\
4e^{0.0100/0.025852}&=5.889,\nonumber\\
6e^{-0.0150/0.025852}&=3.359 .
\end{align}
Their sum is $Z=14.508$, and the populations are $5.260/14.508=0.36$, $5.889/14.508=0.41$ and $3.359/14.508=0.23$. The $K=\tfrac32$ level holds more than the ground level: the ratio is $2e^{-0.0150/0.025852}=5.889/5.260$, in which the dimension ratio $4/2$ outweighs the Boltzmann factor. The mean energy is $[5.260(-0.0250)+5.889(-0.0100)+3.359(0.0150)]/14.508=-0.0097$ eV. The physical trace uses $|\Delta_c|$ and not $\Delta_c$: by Lemma 4 the closure differs from the trace by $(-1)^{a+b}$, the same sign for every $c$ because $c\equiv a+b$ modulo 2. The levels, $Z$ and the mean energy are tested against the $12\times12$ matrix of $H$ built from ordinary spin matrices.

\section*{Numbers as computed}
\begin{verbatim}
loop value d = -2 (all diagram values dimensionless)
n=1: diagrams 1, Delta_n = -2, Delta_(n-1)/Delta_n = -1/2
n=2: diagrams 2, Delta_n = 3, Delta_(n-1)/Delta_n = -2/3
n=3: diagrams 5, Delta_n = -4, Delta_(n-1)/Delta_n = -3/4
n=4: diagrams 14, Delta_n = 5, Delta_(n-1)/Delta_n = -4/5
n=5: diagrams 42, Delta_n = -6, Delta_(n-1)/Delta_n = -5/6
n=6: diagrams 132, Delta_n = 7, Delta_(n-1)/Delta_n = -6/7
f_2 coefficient of e1: 1/2
f_3 coefficients e1, e2, e1e2, e2e1: 2/3 2/3 1/3 1/3
theta(1, 1, 0), (m,n,p)=(1, 0, 0): -2
theta(1, 1, 2), (m,n,p)=(0, 1, 1): 3
theta(2, 2, 2), (m,n,p)=(1, 1, 1): -3
theta(4, 4, 4), (m,n,p)=(2, 2, 2): 35/12
theta(5, 4, 3), (m,n,p)=(3, 1, 2): 7/2
theta nets checked: planar 47 , tensor 99
example: a=3, b=2, J = 0.010 eV, T = 300 K, kT = 0.025852 eV
c=1: (m,n,p)=(2, 0, 1), theta(3,2,c)=-4, theta(2,1,c)=3
c=1: lambda=-4/3, S_A.S_B=-5/2, Delta_c=-2, E = -0.0250 eV
c=3: (m,n,p)=(1, 1, 2), theta(3,2,c)=10/3, theta(2,1,c)=-4
c=3: lambda=-5/6, S_A.S_B=-1, Delta_c=-4, E = -0.0100 eV
c=5: (m,n,p)=(0, 2, 3), theta(3,2,c)=-6, theta(2,1,c)=not admissible
c=5: lambda=0, S_A.S_B=3/2, Delta_c=-6, E = 0.0150 eV
number of states = 12
gap c=1 to c=3: 0.0150 eV = 121.0 cm^-1
gap c=3 to c=5: 0.0250 eV = 201.6 cm^-1
c=1: weight |Delta_c| exp(-E/kT) = 5.2603, population = 0.3626
c=3: weight |Delta_c| exp(-E/kT) = 5.8891, population = 0.4059
c=5: weight |Delta_c| exp(-E/kT) = 3.3586, population = 0.2315
partition function Z = 14.5081
mean energy = -0.009651 eV
\end{verbatim}
